# The impact-ionisation threshold for parabolic bands at a direct gap

Consider a semiconductor with a direct gap and parabolic bands, and leave phonons aside. A conduction electron then needs at least the gap energy $E_g$ to lift a second electron out of the valence band. If one therefore sets the ionisation threshold at a kinetic energy $E_g$, momentum is left out of account. An electron with that kinetic energy carries momentum, which the products must take over, and moving products cost energy beyond the gap. For equal electron and hole masses the error is half a gap. A transport model with the lower threshold would create pairs at energies where the two conservation laws have no common solution.

## Assumptions and bookkeeping

The conduction band has its minimum, and the valence band its maximum, at the same wave vector. Momenta $\mathbf p=\hbar\mathbf k$ are measured from that point. Both bands are isotropic and parabolic over the range used, with positive masses $m_e$ and $m_h$. No phonon takes part, no reciprocal-lattice vector is added to the momentum balance, and the electric field during the event is neglected.

Let the incoming electron have momentum $\mathbf P$ and kinetic energy

$$T=\frac{P^2}{2m_e},$$

measured from the conduction-band edge. Measured from the valence-band edge, its energy is $E_g+T$.

The event removes a valence electron of momentum $\mathbf p_v$ and leaves two conduction electrons, $\mathbf p_a$ and $\mathbf p_b$. With the valence edge as zero, the removed electron had energy $-p_v^2/2m_h$. Energy conservation reads

$$E_g+\frac{P^2}{2m_e}-\frac{p_v^2}{2m_h}
=2E_g+\frac{p_a^2}{2m_e}+\frac{p_b^2}{2m_e},$$

and momentum conservation reads $\mathbf P+\mathbf p_v=\mathbf p_a+\mathbf p_b$. The hole has momentum $\mathbf p_h=-\mathbf p_v$. Moving the valence terms to the right gives

$$\mathbf P=\mathbf p_a+\mathbf p_b+\mathbf p_h,\qquad
T=E_g+K_f, \tag{1}$$

$$K_f=\frac{p_a^2+p_b^2}{2m_e}+\frac{p_h^2}{2m_h}.$$

The hole's kinetic energy enters with a plus sign, because removing an electron from deeper in the valence band costs more.

## Theorem

Let $M=2m_e+m_h$ be the summed mass of the three products. Under the assumptions above, equations (1) have a solution if and only if

$$\boxed{T\ge T_{\rm th}=E_g\,\frac{2m_e+m_h}{m_e+m_h}} \tag{2}$$

For $m_e=m_h$ this is $T_{\rm th}=\tfrac32E_g$.

## Lemma 1: separation of the common motion

Define

$$\mathbf p=\frac{\mathbf p_a-\mathbf p_b}{2},\qquad
\mathbf s=\frac{2m_e}{M}\mathbf P-(\mathbf p_a+\mathbf p_b),\qquad
\mu=\frac{2m_em_h}{M}.$$

For every set of final momenta with total $\mathbf P$,

$$K_f=\frac{P^2}{2M}+\frac{p^2}{m_e}+\frac{s^2}{2\mu}. \tag{3}$$

**Proof.** Write $\mathbf Q=\mathbf p_a+\mathbf p_b$. Then $\mathbf p_a=\mathbf Q/2+\mathbf p$ and $\mathbf p_b=\mathbf Q/2-\mathbf p$. The cross terms cancel in the sum of squares:

$$p_a^2+p_b^2=\frac{Q^2}{2}+2p^2,\qquad
\frac{p_a^2+p_b^2}{2m_e}=\frac{Q^2}{4m_e}+\frac{p^2}{m_e}.$$

From the definition of $\mathbf s$,

$$\mathbf Q=\frac{2m_e}{M}\mathbf P-\mathbf s,\qquad
\mathbf p_h=\mathbf P-\mathbf Q=\frac{m_h}{M}\mathbf P+\mathbf s,$$

where $1-2m_e/M=m_h/M$ was used. Squaring gives

$$\frac{Q^2}{4m_e}=\frac{m_eP^2}{M^2}-\frac{\mathbf P\cdot\mathbf s}{M}+\frac{s^2}{4m_e},$$

$$\frac{p_h^2}{2m_h}=\frac{m_hP^2}{2M^2}+\frac{\mathbf P\cdot\mathbf s}{M}+\frac{s^2}{2m_h}.$$

The terms linear in $\mathbf s$ cancel on addition. The terms in $P^2$ give $(2m_e+m_h)P^2/2M^2=P^2/2M$. Those in $s^2$ give

$$\frac1{4m_e}+\frac1{2m_h}=\frac{m_h+2m_e}{4m_em_h}
=\frac{M}{4m_em_h}=\frac1{2\mu}.$$

This proves (3). The first term is the energy of the products moving together. The other two describe the electrons moving relative to each other and the hole moving relative to the electron pair.

## Proof of the theorem

Since $P^2=2m_eT$, the common motion costs $P^2/2M=(m_e/M)T$. Insert (3) into the energy balance (1) and collect the terms in $T$:

$$T\left(1-\frac{m_e}{M}\right)-E_g
=\frac{p^2}{m_e}+\frac{s^2}{2\mu}. \tag{4}$$

The bracket equals $(m_e+m_h)/M$, so the left side is

$$\varepsilon=\frac{m_e+m_h}{M}\,(T-T_{\rm th}). \tag{5}$$

The right side of (4) cannot be negative. A solution therefore requires $T\ge T_{\rm th}$.

Conversely, if $T\ge T_{\rm th}$, choose $\mathbf s=0$ and any $\mathbf p$ with $p^2=m_e\varepsilon$. The definitions of $\mathbf p$ and $\mathbf s$ then give final momenta that satisfy both laws. The condition is thus necessary and sufficient. $\square$

**A mechanical reading.** The factor $(m_e+m_h)/M$ is the fraction of kinetic energy available when a body of mass $m_e$ strikes a body at rest of mass $m_e+m_h$ and sticks to it. The rest of the energy stays in the common motion. The threshold is the point at which the available part pays for the gap.

## Corollary: the products at threshold

At $T=T_{\rm th}$, equation (5) gives $\varepsilon=0$, so (4) forces $\mathbf p=\mathbf s=0$. Hence

$$\mathbf p_a=\mathbf p_b=\frac{m_e}{M}\mathbf P,\qquad
\mathbf p_h=\frac{m_h}{M}\mathbf P.$$

Dividing each momentum by its mass shows that all three products have the velocity $\mathbf P/M$. Their kinetic energies are

$$K_a=K_b=\frac{m_eP^2}{2M^2}=\frac{m_e^2}{M^2}T_{\rm th},\qquad
K_h=\frac{m_hP^2}{2M^2}=\frac{m_em_h}{M^2}T_{\rm th}.$$

They add up to the momentum cost

$$T_{\rm th}-E_g=\frac{m_e}{M}T_{\rm th}=E_g\frac{m_e}{m_e+m_h}. \tag{6}$$

For equal masses each product takes one third of the momentum and has kinetic energy $E_g/6$, which makes $E_g/2$ in all.

Two electrons of equal momentum must have opposite spins. For parallel spins this one final state is forbidden, but states as close to it as one likes are allowed just above threshold, so the lower limit of the allowed energies is unchanged.

**Numerical test.** A free minimisation of $T$ over all nine final momentum components, with the energy balance imposed, gave 1.90909, 1.50000 and 1.09091 gaps for $m_h/m_e=0.1$, 1 and 10. Formula (2) gives the same figures. The three velocities agreed to within 1% of their common value.

## Limits and related cases

With $r=m_h/m_e$,

$$\frac{T_{\rm th}}{E_g}=\frac{2+r}{1+r}=1+\frac1{1+r},$$

which falls steadily from 2 to 1 as $r$ grows from zero to infinity.

A very heavy hole can absorb the momentum at little energy cost, since $p_h^2/2m_h$ is small. The threshold then approaches the gap. A very light hole moving at the common velocity carries almost no momentum. The two electrons then share $\mathbf P$ equally and have $T/4$ each, so half of $T$ remains for the gap and $T_{\rm th}\to2E_g$.

**Ionisation by a hole.** If a hole creates a pair within the same two bands, the products are two holes and one electron. Exchanging the masses in the proof gives

$$T_{\rm th}^{(h)}=E_g\frac{2m_h+m_e}{m_e+m_h},\qquad
T_{\rm th}+T_{\rm th}^{(h)}=3E_g.$$

The heavier carrier has the higher threshold. Further valence bands can open other channels and change this comparison.

**Why the direct gap matters.** Suppose the conduction minimum is displaced by $\mathbf K_0$ from the valence maximum, and all electrons stay in that one isotropic valley. Momentum conservation, with electron momenta measured from the minimum, becomes $\mathbf P=\hbar\mathbf K_0+\mathbf p_a+\mathbf p_b+\mathbf p_h$. The products then have total momentum $\mathbf P-\hbar\mathbf K_0$ and least kinetic energy $|\mathbf P-\hbar\mathbf K_0|^2/2M$. This vanishes at $\mathbf P=\hbar\mathbf K_0$. If it happens that $\hbar^2K_0^2/2m_e=E_g$, the threshold falls to the gap itself, so (2) does not carry over.

## Lemma 2: how the process starts above threshold

The conservation laws say where ionisation may begin. Its rate also depends on the number of final states and on the matrix element. Define the phase space at fixed $\mathbf P$ by

$$W=\int d^3p_a\,d^3p_b\;\delta(T-E_g-K_f).$$

Then, for $T>T_{\rm th}$,

$$W=\frac{\pi^3}{2}(2m_e\mu)^{3/2}\varepsilon^2. \tag{7}$$

**Proof.** For each Cartesian component, the change from $(p_a,p_b)$ to $(Q,p)$ has a Jacobian of magnitude 1. The change from $\mathbf Q$ to $\mathbf s$ is a shift and a reflection, again with magnitude 1. By (3) and (4),

$$W=\int d^3p\,d^3s\;
\delta\!\left(\varepsilon-\frac{p^2}{m_e}-\frac{s^2}{2\mu}\right).$$

Set $\mathbf p=\sqrt{m_e}\,\mathbf x$ and $\mathbf s=\sqrt{2\mu}\,\mathbf y$. The volume element gains the factor $(2m_e\mu)^{3/2}$, and the delta function depends on $\rho^2=x^2+y^2$ in six dimensions.

The area $S$ of the unit sphere there follows from a Gaussian integral:

$$\pi^3=\int d^6\rho\,e^{-\rho^2}
=S\int_0^\infty\rho^5e^{-\rho^2}d\rho
=\frac S2\int_0^\infty u^2e^{-u}du=S.$$

With $u=\rho^2$, the remaining integral is

$$\pi^3\int_0^\infty\rho^5\delta(\varepsilon-\rho^2)d\rho
=\frac{\pi^3}{2}\int_0^\infty u^2\delta(\varepsilon-u)du
=\frac{\pi^3}{2}\varepsilon^2.\qquad\square$$

In lowest-order perturbation theory, with a constant matrix element and empty final states, the rate therefore grows as $(T-T_{\rm th})^2$. If the squared matrix element itself vanishes quadratically in the internal momenta $\mathbf p$ and $\mathbf s$, the same scaling adds one power of $\varepsilon$ and the start is softer still. This second case applies to the heavy-hole channel of a narrow-gap material in the isotropic Kane band model. There the overlap of the conduction and heavy-hole Bloch functions vanishes for collinear momenta, which is the geometry at threshold, and its square grows as the square of the transverse momentum. The square law should therefore not be assumed for the example below.

Random sampling of the original final momenta tested (7) for $E_g=m_e=m_h=1$. At excess energies $T-T_{\rm th}$ of 0.2 and 0.4 it gave $W=0.431$ and 1.686, where the formula gives 0.424 and 1.697. The sampled ratio is 3.91, against 4 from the square law. The differences are below 2% for each value of $W$. With a counting noise of about 0.6% and a bias of 0.3% from the finite energy shell, they amount to about two standard deviations at most once the bias is subtracted.

## Example: a narrow-gap avalanche layer

Take $E_g=0.35$ eV, $m_e=0.023\,m_0$ and $m_h=0.41\,m_0$, where $m_0$ is the free-electron mass. These are rough values for InAs at room temperature, a material used in electron-avalanche photodiodes. Formula (2) gives

$$T_{\rm th}=0.35\ \text{eV}\times
\frac{0.046+0.41}{0.023+0.41}
=0.35\ \text{eV}\times1.053=0.369\ \text{eV}.$$

The momentum cost is 18.6 meV. The wave vectors balance as

$$0.472=2(0.024)+0.424\quad\text{nm}^{-1}.$$

The hole takes about 90% of the momentum, since $m_h/M=0.41/0.456$. It receives 16.7 meV and each electron 0.94 meV. The common speed is $1.2\times10^5$ m/s.

In a field $F=20$ kV/cm, or $0.002$ V/nm, an electron starting at rest and losing no energy reaches this threshold after $0.369/0.002\approx184$ nm. Energy losses lengthen the path.

## Where the example strains the assumptions

**Nonparabolicity.** The incoming electron has an energy comparable with the gap, so a parabolic conduction band is doubtful. A two-band dispersion is

$$E(1+\alpha E)=\frac{p^2}{2m_e},\qquad
\alpha=\frac1{E_g}=2.86\ \text{eV}^{-1}.$$

The energy $E(p)=\left[\sqrt{1+2\alpha p^2/m_e}-1\right]/2\alpha$ is convex. At fixed total momentum the least final energy therefore again occurs at equal group velocities, the stationary condition for sharing momentum. Differentiating the dispersion gives $v=p/[m_e(1+2\alpha E)]$. Squaring this and using $(1+2\alpha E)^2=1+2\alpha p^2/m_e$ leads to

$$p=\frac{m_ev}{\sqrt{1-2\alpha m_ev^2}}.$$

The threshold is the first root in $v$ of

$$E(2p+m_hv)=E_g+2E(p)+\tfrac12m_hv^2.$$

It lies at 0.392 eV, 6% above the parabolic value, and the momentum cost rises to 41.9 meV. The free search with the same dispersion agreed to one part in $10^5$.

The increase can be traced. The final electrons are slow enough to be treated as parabolic, so the cost is close to $P^2/2M=(m_e/M)T(1+\alpha T)$. With $T=0.392$ eV this is $0.0504\times0.392\times2.12\ \text{eV}\approx42$ meV. At a given energy the incoming electron carries more momentum than in a parabolic band. Its speed is nevertheless lower: $1.10\times10^6$ m/s at the nonparabolic threshold, against $2.37\times10^6$ m/s at the parabolic one.

**Valence-band structure.** Inserting rough directional heavy-hole masses of 0.33 and $0.63\,m_0$ into (2) gives 0.373 and 0.362 eV. This estimates the effect of anisotropy; it does not solve the warped-band problem. A light hole of $0.026\,m_0$ gives 0.514 eV in the parabolic model, so the heavy-hole channel opens first. The light-hole figure is not a usable estimate for the material: with the two-band electrons above and the same parabolic light hole, the conservation laws have no solution at any energy.

**Phonons.** A phonon can carry away the momentum, which lets all three products rest at their band edges. For a rough phonon energy of 30 meV, taken as independent of wave vector, the lowest thresholds are

$$E_g-\hbar\omega=0.320\ \text{eV},\qquad
E_g+\hbar\omega=0.380\ \text{eV}$$

for absorption and emission. The emission channel lies above the parabolic direct threshold but below the nonparabolic one. Conservation alone does not give the strength of these channels.

**Field and tunnelling.** A length $L$ at which the confinement energy $\hbar^2/2m_eL^2$ equals the field energy $eFL$ satisfies $L^3=\hbar^2/(2m_eeF)$. The corresponding energy is

$$eFL=\left(\frac{\hbar^2e^2F^2}{2m_e}\right)^{1/3}=18.8\ \text{meV}.$$

This is the scale for an electron starting from rest. The incoming electron here is much faster than the products. If it moves along the field, the mismatch in the energy balance changes at the rate $eF\Delta v$, where $\Delta v$ is its speed minus the common speed of the products. The mismatch stays below a width $w$ for a time of order $w/(eF\Delta v)$. Setting this time equal to $\hbar/w$ gives $w\sim\sqrt{\hbar eF\Delta v}$, about 54 meV with the parabolic speeds and 35 meV with the two-band speeds. As an order-of-magnitude estimate, the smearing is therefore at least comparable with the momentum cost.

For interband tunnelling, let $u$ be the depth below the conduction edge. The two-band decay constant is $\sqrt{2m_eu(1-u/E_g)}/\hbar$, and $dx=du/eF$. The substitution $u=E_g\sin^2\theta$ gives

$$\int_0^{E_g}\!\sqrt{u(1-u/E_g)}\,du
=2E_g^{3/2}\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta
=\frac{\pi E_g^{3/2}}8.$$

Twice the decay integral is then

$$\frac{\pi\sqrt{2m_e}\,E_g^{3/2}}{4\hbar eF}=63.$$

The tunnelling factor is about $4\times10^{-28}$, negligible at this field. The exponent varies as $1/F$, so the conclusion does not extend to much stronger fields.

**Temperature, filling and other valleys.** At 77 K, with a rough gap of 0.41 eV and the masses held fixed, the parabolic threshold is 0.432 eV. At 300 K and an electron density of $10^{16}$ cm$^{-3}$, the equilibrium occupation of a final electron state is 0.103 for a parabolic band. Two such states are both empty with probability $(1-0.103)^2\approx0.80$, which lowers the rate by about 20% with all else fixed but does not move the threshold. With the larger two-band density of states the reduction is about 15%. The nearest satellite valley, taken at roughly 0.7 eV above the conduction-band edge, lies 0.31 eV above the nonparabolic threshold. In a material where such a valley lies below the threshold, electrons can transfer into it first, and a single-valley description becomes unsafe.

For the direct process in this InAs example, replacing the parabolic conduction band by the two-band dispersion raises the threshold by about 23 meV. Phonon absorption can open a channel about 49 meV below the parabolic direct threshold, and the field can smear the onset by several tens of meV. The figure 0.369 eV is therefore the threshold of the stated model and should not be read as a sharp onset in a device. With $m_h=0.41\,m_0$ the heavy hole keeps the direct threshold within about 12% of the gap in both band models; with the directional masses 0.33 and $0.63\,m_0$ the two-band excess becomes about 15% and 8%. Most of the values are listed in the numerical output.

## Computed values

```
Free search, gap = 1, me = 1
mh/me =  0.1: search 1.90909, formula 1.90909 gaps
mh/me =  1.0: search 1.50000, formula 1.50000 gaps
mh/me = 10.0: search 1.09091, formula 1.09091 gaps
Phase space, gap = me = mh = 1
T - Tth = 0.2 gap: sampled 0.4308, formula 0.4243
T - Tth = 0.4 gap: sampled 1.6860, formula 1.6973
sampled ratio when the excess doubles: 3.91
InAs-like example: rough inputs
gap 0.35 eV; me 0.023 m0; mh 0.41 m0
field 20 kV/cm; temperature 300 K
threshold / gap: 1.0531
threshold kinetic energy: 0.3686 eV
momentum cost Tth - Eg: 18.59 meV
incoming wave vector: 0.4717 1/nm
each final electron wave vector: 0.0238 1/nm
hole wave vector: 0.4241 1/nm
each final electron energy: 0.94 meV
hole energy: 16.72 meV
common final speed: 1.198e+05 m/s
incoming parabolic speed: 2.374e+06 m/s
loss-free acceleration length: 184 nm
Neglected effects for the same example
nonparabolicity alpha = 1/Eg: 2.857 1/eV
nonparabolic threshold: 0.3919 eV
nonparabolic momentum cost: 41.87 meV
nonparabolic incoming speed: 1.100e+06 m/s
threshold for hole mass 0.33 m0: 0.3728 eV
threshold for hole mass 0.63 m0: 0.3623 eV
threshold for light hole 0.026 m0: 0.5143 eV
threshold at 77 K, rough gap 0.41 eV: 0.4318 eV
rough phonon energy: 30 meV
lowest threshold with phonon absorption: 0.320 eV
lowest threshold with phonon emission: 0.380 eV
field energy scale: 18.8 meV
WKB tunnelling exponent: 63.2
WKB tunnelling factor: 3.6e-28
assumed electron density: 1e+16 1/cm3
thermal energy: 25.9 meV
occupation of a final electron state: 0.103
rough satellite-valley energy: 0.7 eV
valley energy minus nonparabolic threshold: 0.31 eV
```
